# A fitted gap does not determine U, moment or exchange: test program

```python
"""
Result under test: in a charge-transfer cluster d-p-d the gap at fixed Delta
saturates with U, and so do the local moment and the exchange J, but J keeps
a much larger relative U-dependence; equal gaps allow different J and moments.

Hole language: d level 0, p level Delta, hopping t, repulsion U on d sites.
gap = E(3) + E(1) - 2 E(2), where E(N) is the lowest energy with N holes
J   = E(triplet) - E(singlet) for two holes
m2  = <(n_up - n_down)^2> per d site in the two-hole ground state
Small-t formulas:
gap = Delta - t^2/Delta - 3 t^2/(U - Delta)
J   = 4 t^4/Delta^2 (1/U + 1/Delta)
m2  = 1 - t^2/Delta^2 - 4 t^4/(Delta^3 U) - 4 t^4/(Delta^2 U^2)
All energies are in eV unless a label says otherwise.
"""
from itertools import combinations
import numpy as np
from scipy.optimize import brentq
from scipy.constants import physical_constants

HARTREE_EV = physical_constants["Hartree energy in eV"][0]
D_SITES = [0, 2]          # site order along the chain: d, p, d
HUGE_U = 1.0e6            # stands for infinite U


def one_spin(number, levels, t):
    """Hamiltonian and occupations for one spin species on the open chain."""
    states = list(combinations(range(3), number))
    index = {s: k for k, s in enumerate(states)}
    occ = np.array([[float(i in s) for i in range(3)] for s in states])
    h = np.diag(occ @ np.array(levels, dtype=float))
    for s in states:
        for i in s:
            for j in (i - 1, i + 1):
                if 0 <= j < 3 and j not in s:
                    new = tuple(sorted([k for k in s if k != i] + [j]))
                    # neighbours in the site order: no exchange sign
                    h[index[new], index[s]] -= t
    return h, occ


def ground(n_up, n_down, levels, t, U):
    """Lowest energy and local moment squared in a fixed spin sector."""
    h_up, occ_up = one_spin(n_up, levels, t)
    h_dn, occ_dn = one_spin(n_down, levels, t)
    a, b = len(h_up), len(h_dn)
    up = np.repeat(occ_up, b, axis=0)[:, D_SITES]
    dn = np.tile(occ_dn, (a, 1))[:, D_SITES]
    h = np.kron(h_up, np.eye(b)) + np.kron(np.eye(a), h_dn)
    h += np.diag(U * (up * dn).sum(axis=1))
    energy, vec = np.linalg.eigh(h)
    m2 = vec[:, 0]**2 @ ((up - dn)**2).mean(axis=1)
    return energy[0], m2


def properties(U, delta, t):
    levels = [0.0, delta, 0.0]
    e1 = ground(1, 0, levels, t, U)[0]
    e2, m2 = ground(1, 1, levels, t, U)
    e3 = ground(2, 1, levels, t, U)[0]
    triplet = ground(2, 0, levels, t, U)[0]
    return np.array([e3 + e1 - 2 * e2, triplet - e2, m2])


def expansions(U, delta, t):
    gap = delta - t**2 / delta - 3 * t**2 / (U - delta)
    exchange = 4 * t**4 / delta**2 * (1 / U + 1 / delta)
    m2 = (1 - t**2 / delta**2 - 4 * t**4 / (delta**3 * U)
          - 4 * t**4 / (delta**2 * U**2))
    return np.array([gap, exchange, m2])


t, delta, U_ref = 0.5, 4.0, 8.0

# Atomic limit: the gap is the smaller of U and Delta
for U in (1.0, 3.0, 5.0, 9.0):
    assert abs(properties(U, delta, 0.0)[0] - min(U, delta)) < 1e-12

# Closed energies and the secular equation against diagonalization
for U in (2.0, 8.0, 15.0):
    lev = [0.0, delta, 0.0]
    closed = delta / 2 - np.sqrt(delta**2 / 4 + 2 * t**2)
    assert abs(ground(1, 0, lev, t, U)[0] - closed) < 1e-11
    assert abs(ground(2, 0, lev, t, U)[0] - closed) < 1e-11

    def secular(x):
        return (x - delta - 2 * t**2 / x - 2 * t**2 / (x - U)
                - 4 * t**2 / (x - 2 * delta))
    root = brentq(secular, -10.0, -1e-9, xtol=1e-13)
    assert abs(ground(1, 1, lev, t, U)[0] - root) < 1e-10

# Expansions: halving t must shrink the remainder by about 16, 64, 64;
# the thresholds leave room for the next order
for U in (9.0, 14.0):
    for k, t_big, least in ((0, 0.1, 12), (1, 0.2, 50), (2, 0.2, 50)):
        rest = [abs(properties(U, delta, s)[k] - expansions(U, delta, s)[k])
                for s in (t_big, t_big / 2)]
        assert rest[0] > least * rest[1], (U, k, rest)

print(f"Inputs: t = {t} eV, Delta = {delta} eV, reference U = {U_ref} eV")
print("Scan of U at fixed Delta (1e6 eV stands for infinite U)")
print("   U/eV    gap/eV    J/meV      m2")
scan = {}
for U in (2.0, 3.0, 4.0, 5.0, 6.0, 8.0, 12.0, 16.0, 32.0, HUGE_U):
    scan[U] = properties(U, delta, t)
    g, J, m = scan[U]
    print(f"{U:8g} {g:9.4f} {1000*J:8.3f} {m:9.5f}")
rows = np.array(list(scan.values()))
assert np.all(np.diff(rows[:, 0]) > 0)      # gap rises with U
assert np.all(np.diff(rows[:, 1]) < 0)      # exchange falls with U

reference = scan[U_ref]
approx = expansions(U_ref, delta, t)
print("Small-t formulas at the reference point:")
print(f"  gap = {approx[0]:.4f} eV, J = {1000*approx[1]:.3f} meV, "
      f"m2 = {approx[2]:.5f}")
print(f"Small-t limit of gap at infinite U: {delta - t**2/delta:.4f} eV")
print(f"Reference gap = {reference[0]/HARTREE_EV:.5f} hartree")
print(f"Reference J = {1e6*reference[1]/HARTREE_EV:.1f} microhartree")

for U_end, label in ((16.0, "16 eV"), (HUGE_U, "infinity")):
    change = scan[U_end] / reference - 1
    print(f"Relative change, U from 8 eV to {label}:")
    print(f"  gap {100*change[0]:+.2f} %, J {100*change[1]:+.2f} %, "
          f"m2 {100*change[2]:+.3f} %")
    assert abs(change[1]) > 3 * abs(change[0])
    assert abs(change[2]) < abs(change[0])

step = 0.01
slope = (properties(U_ref + step, delta, t)
         - properties(U_ref - step, delta, t)) / (2 * step)
print(f"d(gap)/dU at reference = {slope[0]:.4f} (dimensionless)")
print(f"U error per 0.1 eV gap error, linear = {0.1/slope[0]:.2f} eV")

# Refit U to the same gap with other values of Delta
print("Refits of U to the reference gap")
print("Delta/eV  U/eV    gap/eV    J/meV      m2      1-m2")
fits = {}
for d in (3.9, 4.0, 6.0, 8.0):
    U_fit = brentq(lambda U: properties(U, d, t)[0] - reference[0],
                   1.0, 200.0, xtol=1e-11)
    fits[d] = properties(U_fit, d, t)
    g, J, m = fits[d]
    print(f"{d:6.1f} {U_fit:8.3f} {g:9.4f} {1000*J:8.3f} "
          f"{m:9.5f} {1-m:9.5f}")
J_ratio = fits[4.0][1] / fits[8.0][1]
loss_ratio = (1 - fits[4.0][2]) / (1 - fits[8.0][2])
assert J_ratio > 3 and loss_ratio > 3
print(f"Ratio Delta=4 to Delta=8 at equal gap: J {J_ratio:.2f}, "
      f"1-m2 {loss_ratio:.2f}")

low_delta = 3.7
many_U = np.append(np.linspace(1.0, 100.0, 100), HUGE_U)
largest = max(properties(U, low_delta, t)[0] for U in many_U)
assert largest < reference[0]
print(f"Largest gap for Delta = {low_delta} eV at any U: {largest:.4f} eV")

# Electron language with fixed electron levels: Delta moves with U
e_d, e_p = -4.0, 0.0
print(f"Fixed electron levels e_d = {e_d} eV, e_p = {e_p} eV")
print("   U/eV  Delta/eV   gap/eV")
electron_gaps = []
for U in (8.0, 10.0, 12.0):
    lev = [e_d, e_p, e_d]
    e3 = ground(2, 1, lev, t, U)[0]
    e4 = ground(2, 2, lev, t, U)[0]
    e5 = ground(3, 2, lev, t, U)[0]
    gap_electron = e5 + e3 - 2 * e4
    moved_delta = e_d + U - e_p
    assert abs(gap_electron - properties(U, moved_delta, t)[0]) < 1e-10
    electron_gaps.append(gap_electron)
    print(f"{U:7.1f} {moved_delta:8.1f} {gap_electron:10.4f}")
assert np.all(np.diff(electron_gaps) > 1.0)  # no plateau over 2 eV steps

print("all good")
```

Printed output:

```
Inputs: t = 0.5 eV, Delta = 4.0 eV, reference U = 8.0 eV
Scan of U at fixed Delta (1e6 eV stands for infinite U)
   U/eV    gap/eV    J/meV      m2
       2    1.7505   11.130   0.97890
       3    2.5552    8.644   0.98154
       4    3.1583    7.393   0.98256
       5    3.4928    6.641   0.98308
       6    3.6523    6.139   0.98338
       8    3.7827    5.511   0.98372
      12    3.8627    4.881   0.98400
      16    3.8911    4.567   0.98412
      32    3.9241    4.094   0.98428
   1e+06    3.9491    3.621   0.98441
Small-t formulas at the reference point:
  gap = 3.7500 eV, J = 5.859 meV, m2 = 0.98364
Small-t limit of gap at infinite U: 3.9375 eV
Reference gap = 0.13901 hartree
Reference J = 202.5 microhartree
Relative change, U from 8 eV to 16 eV:
  gap +2.87 %, J -17.13 %, m2 +0.041 %
Relative change, U from 8 eV to infinity:
  gap +4.40 %, J -34.28 %, m2 +0.070 %
d(gap)/dU at reference = 0.0377 (dimensionless)
U error per 0.1 eV gap error, linear = 2.65 eV
Refits of U to the reference gap
Delta/eV  U/eV    gap/eV    J/meV      m2      1-m2
   3.9   14.444    3.7827    4.992   0.98326   0.01674
   4.0    8.000    3.7827    5.511   0.98372   0.01628
   6.0    4.076    3.7827    2.797   0.99237   0.00763
   8.0    3.927    3.7827    1.465   0.99572   0.00428
Ratio Delta=4 to Delta=8 at equal gap: J 3.76, 1-m2 3.80
Largest gap for Delta = 3.7 eV at any U: 3.6469 eV
Fixed electron levels e_d = -4.0 eV, e_p = 0.0 eV
   U/eV  Delta/eV   gap/eV
    8.0      4.0     3.7827
   10.0      6.0     5.7893
   12.0      8.0     7.7953
all good
```
